# Dipole lines of 2p5 3d1: spherical ion and octahedral field: a numerical check

```python
"""Dipole lines of 2p6 3d0 -> 2p5 3d1: three in spherical, seven in cubic symmetry.

Result under test: small matrices (3x3 for J=1; 7x7 for T1u) reproduce the
energies, strengths and hole character found from all 60 determinants.
F2, G1, G3: 2p-3d Slater integrals; zp, zd: spin-orbit constants of 2p and 3d;
ten_dq: eg-t2g splitting. All are energies in eV. Strengths sum to one.
The energy zero is (3d orbital energy) - (2p orbital energy) - F0.
"""
from itertools import combinations
import numpy as np
from scipy.linalg import expm, block_diag
from scipy.constants import e as charge

# Real p and d orbitals and their gradients on an angular quadrature grid
x, wx = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
ct, ph = [a.ravel() for a in np.meshgrid(x, phi, indexing="ij")]
weight = np.repeat(wx, 16) * 2 * np.pi / 16
st = np.sqrt(1 - ct**2)
n = np.array([st * np.cos(ph), st * np.sin(ph), ct]).T
values, grads = [], []
for axis in np.eye(3):
    values.append(n @ axis)
    grads.append(np.tile(axis, (len(n), 1)))
quadrics = []
for a, b in ((1, 2), (2, 0), (0, 1)):
    q = np.zeros((3, 3))
    q[a, b] = q[b, a] = 1
    quadrics.append(q)
quadrics += [np.diag([-1., -1., 2.]), np.diag([1., -1., 0.])]
for q in quadrics:
    values.append(np.einsum("ia,ab,ib->i", n, q, n))
    grads.append(2 * n @ q)
values, grads = np.array(values), np.array(grads)
norm = np.sqrt((values**2) @ weight)
values = values / norm[:, None]
grads = grads / norm[:, None, None]
ang = [-1j * np.einsum("ai,bi,i->ab", values, np.cross(n[None], grads)[:, :, k],
                       weight) for k in range(3)]
zmat = np.einsum("ai,bi,i->ab", values, values, weight * n[:, 2])

# Angular Coulomb coefficients from the Legendre expansion of 1/r12
rho = np.einsum("ai,bi,i->abi", values, values, weight).reshape(64, -1)
cosine = n @ n.T


def multipole(k):
    kernel = np.polynomial.legendre.Legendre.basis(k)(cosine)
    return (rho @ kernel @ rho.T).reshape(8, 8, 8, 8)


shell = np.array([0] * 3 + [1] * 5)
sa, sb, sc, sd = np.ix_(shell, shell, shell, shell)
direct = (sa == sb) & (sc == sd) & (sa != sc)
exchange = (sa != sb) & (sc != sd)
only_p = (sa + sb + sc + sd) == 0
tensors = np.array([multipole(2) * direct, multipole(1) * exchange,
                    multipole(3) * exchange, multipole(2) * only_p,
                    multipole(0) * direct])

# Six-electron determinants: spin orbitals 0-5 are 2p, 6-15 are 3d
closed = (1 << 6) - 1
dets = [(closed ^ (1 << h)) | (1 << d) for h in range(6) for d in range(6, 16)]
index = {det: i for i, det in enumerate(dets)}


def flip(state, orb):
    """Create or annihilate in orb; return the fermion sign and new state."""
    below = bin(state & ((1 << orb) - 1)).count("1")
    return (-1) ** below, state ^ (1 << orb)


coul = np.zeros((5, 60, 60))
for col, det in enumerate(dets):
    occ = [o for o in range(16) if det >> o & 1]
    for q, s in combinations(occ, 2):
        g1, m = flip(det, q)
        g2, m = flip(m, s)
        empty = [o for o in range(16) if not m >> o & 1]
        for p, r in combinations(empty, 2):
            row = index.get(m | (1 << p) | (1 << r))
            if row is None:
                continue
            g3, m3 = flip(m, r)
            g4, _ = flip(m3, p)
            val = np.zeros(5)
            if p % 2 == q % 2 and r % 2 == s % 2:
                val += tensors[:, p // 2, q // 2, r // 2, s // 2]
            if p % 2 == s % 2 and r % 2 == q % 2:
                val -= tensors[:, p // 2, s // 2, r // 2, q // 2]
            coul[:, row, col] += g1 * g2 * g3 * g4 * val


def one_body(h):
    out = np.zeros((60, 60), complex)
    for col, det in enumerate(dets):
        for q in range(16):
            if not det >> q & 1:
                continue
            g1, m = flip(det, q)
            for p in range(16):
                if m >> p & 1 or abs(h[p, q]) < 1e-14:
                    continue
                g2, m2 = flip(m, p)
                if m2 in index:
                    out[index[m2], col] += g1 * g2 * h[p, q]
    return out


spin = [np.array([[0, 1], [1, 0]]) / 2, np.array([[0, -1j], [1j, 0]]) / 2,
        np.diag([0.5, -0.5])]
so = sum(np.kron(l, s) for l, s in zip(ang, spin))
in_p = np.diag(np.repeat(1 - shell, 2))
in_d = np.diag(np.repeat(shell, 2))
so_p, so_d = one_body(in_p @ so @ in_p), one_body(in_d @ so @ in_d)
field = one_body(np.kron(np.diag([0, 0, 0, -.4, -.4, -.4, .6, .6]), np.eye(2)))
jtot = [one_body(np.kron(l, np.eye(2)) + np.kron(np.eye(8), s))
        for l, s in zip(ang, spin)]
zspin = np.kron(zmat, np.eye(2))
dipole = np.zeros(60, complex)
for h in range(6):
    for d in range(6, 16):
        g1, m = flip(closed, h)
        g2, m = flip(m, d)
        dipole[index[m]] += g1 * g2 * zspin[d, h]
dipole /= np.linalg.norm(dipole)
one = np.eye(60)


def full_h(F2, G1, G3, zp, zd, ten_dq):
    """Determinant Hamiltonian; closed-shell exchange moved into the zero."""
    return (F2 * coul[0] + G1 * (coul[1] + 2 / 5 * one)
            + G3 * (coul[2] + 9 / 35 * one)
            + zp * so_p + zd * so_d + ten_dq * field)


# Derived small matrices; order 1P1, 3P1, 3D1, 1F3, 3F3, 3D3, 3F4
v1 = np.sqrt([1 / 3, 1 / 6, 1 / 2])
w1 = np.sqrt([3 / 5, 3 / 10, 1 / 10]) * [1, -1, -1]
v3 = np.sqrt([1 / 3, 4 / 9, 2 / 9])
w3 = np.sqrt([2 / 5, 8 / 15, 1 / 15]) * [1, -1, 1]
hole7 = block_diag(1.5 * np.outer(v1, v1), 1.5 * np.outer(v3, v3), 0) - np.eye(7) / 2
elec7 = block_diag(2.5 * np.outer(w1, w1) - 1.5 * np.eye(3),
                   np.eye(3) - 2.5 * np.outer(w3, w3), 1)
P1s, P1t, D1, F3s, F3, D3, F4 = np.eye(7)
De = np.sqrt(.4) * D1 - np.sqrt(.6) * D3
Dt2 = np.sqrt(.6) * D1 + np.sqrt(.4) * D3
Ft1 = np.sqrt(3 / 8) * F3 + np.sqrt(5 / 8) * F4
Ft2 = np.sqrt(5 / 8) * F3 - np.sqrt(3 / 8) * F4


def sym(a, b):
    return np.outer(a, b) + np.outer(b, a)


dq7 = (2 * np.sqrt(6) * (sym(P1s, F3s) + sym(P1t, Ft1)) + sym(F3s, F3s)
       + sym(Ft1, Ft1) - 2 * sym(De, De) + 4 / 3 * sym(Dt2, Dt2)
       - 1 / 3 * sym(Ft2, Ft2) + 10 * np.sqrt(2) / 3 * sym(Dt2, Ft2))


def small_h(F2, G1, G3, zp, zd, ten_dq):
    p, d, f = -F2 / 5, F2 / 5, -2 * F2 / 35
    terms = [p + 4 * G1 / 3, p, d, f + 18 * G3 / 49, f, d, f]
    return np.diag(terms) + zp * hole7 + zd * elec7 + ten_dq / 10 * dq7


def lines(ham, start, hole_so, cut=1e-10):
    """Rows: energy, strength, weight of the 2p1/2 hole; degeneracies merged."""
    en, vec = np.linalg.eigh(ham)
    amp = vec.conj().T @ start
    groups = np.split(np.arange(len(en)), np.where(np.diff(en) > 1e-8)[0] + 1)
    rows = []
    for g in groups:
        state = vec[:, g] @ amp[g]
        strength = np.vdot(state, state).real
        if strength > cut:
            mean = np.vdot(state, hole_so @ state).real / strength
            rows.append([en[g].mean(), strength, (0.5 + mean) / 1.5])
    return np.array(rows)


def full_lines(par):
    return lines(full_h(*par), dipole, so_p)


def small_lines(par):
    return lines(small_h(*par), P1s, hole7)


# Closed-shell constants and term energies
assert np.allclose(coul[3], coul[3][0, 0] * one, atol=1e-11)
assert np.allclose(coul[4], 5 * one, atol=1e-11)
levels = np.linalg.eigvalsh(full_h(5., 3.5, 2., 0, 0, 0))
expected = np.sort([-1 + 14 / 3] * 3 + [-1] * 9 + [1] * 20
                   + [-2 / 7 + 36 / 49] * 7 + [-2 / 7] * 21)
assert np.allclose(levels, expected, atol=1e-10)

# Level counting from actual angular momentum and rotation matrices
j2 = np.linalg.eigvalsh(sum(j @ j for j in jtot))
j_count = [int(np.sum(abs(j2 - j * (j + 1)) < 1e-8)) // (2 * j + 1) for j in range(5)]
assert j_count == [1, 3, 4, 3, 1]
trace_c4 = np.trace(expm(-0.5j * np.pi * jtot[2])).real
trace_c2 = np.trace(expm(-1j * np.pi * jtot[2])).real
trace_c2d = np.trace(expm(-1j * np.pi * (jtot[0] + jtot[1]) / np.sqrt(2))).real
t1_count = (3 * 60 - 3 * trace_c2 + 6 * trace_c4 - 6 * trace_c2d) / 24
assert abs(t1_count - 7) < 1e-9
assert np.allclose(dq7 @ hole7, hole7 @ dq7, atol=1e-12)

# Worked example and comparison of both roads, also for other parameters
F2, G1, G3, zp, zd, ten_dq = 5.0, 3.5, 2.0, 4.0, 0.05, 2.0
sphere = (F2, G1, G3, zp, zd, 0.0)
cubic = (F2, G1, G3, zp, zd, ten_dq)
others = [(3.1, 1.7, 0.9, 2.3, 0.8, 1.3), (6.2, 4.4, 2.9, 7.1, 0.4, -1.9)]
for par in [sphere, cubic] + others:
    a, b = full_lines(par), small_lines(par)
    assert a.shape == b.shape and np.allclose(a, b, atol=1e-7)
three, seven = full_lines(sphere), full_lines(cubic)
assert len(three) == 3 and len(seven) == 7
mean3, mean7 = three[:, 0] @ three[:, 1], seven[:, 0] @ seven[:, 1]
assert np.allclose([mean3, mean7], -F2 / 5 + 4 * G1 / 3, atol=1e-9)

# Condition for three lines, and the parameter value where one line vanishes
h3 = small_h(*sphere)[:3, :3]
e1 = np.eye(3)[0]
krylov = np.linalg.det(np.array([e1, h3 @ e1, h3 @ h3 @ e1]))
condition = np.sqrt(3) / 8 * (zp * zd * (5 * zd - 3 * zp)
                              + 2 * F2 / 5 * (zp - 3 * zd) * (zp - zd))
assert abs(krylov - condition) < 1e-10
F2_dark = 5 * zp * zd * (3 * zp - 5 * zd) / (2 * (zp - 3 * zd) * (zp - zd))
dark = full_lines((F2_dark, G1, G3, zp, zd, 0.0))
assert len(dark) == 2

# Limits: number of lines without and with the cubic field
limits = {"no spin-orbit": (F2, G1, G3, 0, 0), "only zeta_p": (0, 0, 0, zp, 0),
          "zeta_d = 0": (F2, G1, G3, zp, 0)}
counts = {}
for name, par in limits.items():
    counts[name] = [len(full_lines(par + (t,))) for t in (0.0, ten_dq)]
    assert counts[name] == [len(small_lines(par + (t,))) for t in (0.0, ten_dq)]
assert counts["no spin-orbit"] == [1, 2] and counts["only zeta_p"] == [2, 4]
assert counts["zeta_d = 0"][0] == 3

# In a weak field each of the four new strengths grows quadratically
weak = []
for t in (2e-4, 4e-4):
    found = lines(full_h(F2, G1, G3, zp, zd, t), dipole, so_p, cut=0)
    weak.append(np.sort(found[:, 1])[::-1][3:7])
ratio = weak[1] / weak[0]
assert np.allclose(ratio, 4, rtol=0.05)

print(f"F2, G1, G3 = {F2}, {G1}, {G3} eV")
print(f"zeta_p, zeta_d, 10Dq = {zp}, {zd}, {ten_dq} eV")
print("number of levels with J = 0,1,2,3,4:", j_count)
print(f"number of T1u levels: {t1_count:.0f}")
print("J=1 matrix in eV, order 1P 3P 3D:")
for row in h3:
    print("  " + " ".join(f"{a:9.5f}" for a in row))
print("cubic-field matrix / Dq, order 1P1 3P1 3D1 1F3 3F3 3D3 3F4:")
for row in dq7:
    print("  " + " ".join(f"{a + 0.0:8.4f}" for a in row))
for title, table in (("spherical", three), ("octahedral", seven)):
    print(title + " lines: energy (eV), strength, 2p1/2-hole weight")
    for en, strength, half in table:
        print(f"  {en:9.4f}  {strength:.6f}  {half:.4f}")
print(f"mean energy, spherical and octahedral: {mean3:.4f}, {mean7:.4f} eV")
strong = np.sort(three[np.argsort(three[:, 1])[-2:], 0])
gap = strong[1] - strong[0]
print(f"separation of two strongest spherical lines: {gap:.4f} eV"
      f" = {gap * charge:.4e} J")
print(f"determinant D: {condition:.4f} eV^3")
print(f"F2 at which one spherical line vanishes: {F2_dark:.4f} eV")
print(f"number of spherical lines at that F2: {len(dark)}")
for name, pair in counts.items():
    print(f"lines, {name}: spherical {pair[0]}, octahedral {pair[1]}")
print("strength ratios of new lines when a weak field doubles:",
      " ".join(f"{r:.3f}" for r in ratio))
print("tests ok")
```

Printed output:

```
F2, G1, G3 = 5.0, 3.5, 2.0 eV
zeta_p, zeta_d, 10Dq = 4.0, 0.05, 2.0 eV
number of levels with J = 0,1,2,3,4: [1, 3, 4, 3, 1]
number of T1u levels: 7
J=1 matrix in eV, order 1P 3P 3D:
    3.66667   1.36118   2.41887
    1.36118  -2.03750   1.75370
    2.41887   1.75370   1.93750
cubic-field matrix / Dq, order 1P1 3P1 3D1 1F3 3F3 3D3 3F4:
    0.0000   0.0000   0.0000   4.8990   0.0000   0.0000   0.0000
    0.0000   0.0000   0.0000   0.0000   3.0000   0.0000   3.8730
    0.0000   0.0000   0.0000   0.0000   2.8868   3.2660  -2.2361
    4.8990   0.0000   0.0000   2.0000   0.0000   0.0000   0.0000
    0.0000   3.0000   2.8868   0.0000   0.3333   2.3570   1.2910
    0.0000   0.0000   3.2660   0.0000   2.3570  -1.3333  -1.8257
    0.0000   3.8730  -2.2361   0.0000   1.2910  -1.8257   1.0000
spherical lines: energy (eV), strength, 2p1/2-hole weight
    -2.7355  0.006943  0.0138
     0.3613  0.396803  0.0610
     5.9409  0.596254  0.9252
octahedral lines: energy (eV), strength, 2p1/2-hole weight
    -3.3508  0.005050  0.0092
    -2.5816  0.008923  0.0065
    -1.5442  0.064854  0.0023
    -1.1042  0.015402  0.0095
     0.8012  0.293045  0.0661
     4.2310  0.167209  0.9597
     6.4678  0.445516  0.9468
mean energy, spherical and octahedral: 3.6667, 3.6667 eV
separation of two strongest spherical lines: 5.5796 eV = 8.9395e-19 J
determinant D: 6.0763 eV^3
F2 at which one spherical line vanishes: 0.3863 eV
number of spherical lines at that F2: 2
lines, no spin-orbit: spherical 1, octahedral 2
lines, only zeta_p: spherical 2, octahedral 4
lines, zeta_d = 0: spherical 3, octahedral 7
strength ratios of new lines when a weak field doubles: 4.000 4.000 4.000 3.999
tests ok
```
